# AAA poles with positive residues versus Thiele continuation of Matsubara data

A calculation on the imaginary axis has delivered a matrix Green's function at some tens of Matsubara frequencies, with known noise, and a gap or a satellite energy must be read from it. The decision is whether to continue the data with a Thiele continued fraction, or to extract a few shared poles and refit their residues under a positivity constraint. The second route is worked out here and compared with the first on identical noisy data. The ranking found belongs to a model with four sharp poles; the causality of the second route holds generally.

## What the data must obey

Let $K=H-\mu_cN$ have eigenvalues $E_m$ and Boltzmann probabilities $p_m$, and let $\beta=1/k_BT$. With imaginary time $\tau$ in inverse energy,

$$G_{ab}(\tau)=-\frac1Z\mathrm{Tr}\,[e^{-(\beta-\tau)K}c_ae^{-\tau K}c_b^\dagger]
=-\sum_{mn}p_m e^{-\tau\varepsilon_{nm}}\langle m|c_a|n\rangle\langle n|c_b^\dagger|m\rangle ,$$

where $\varepsilon_{nm}=E_n-E_m$. The samples are $G(z_n)=\int_0^\beta e^{z_n\tau}G(\tau)\,d\tau$ at $z_n=i\hbar\omega_n=i\pi(2n+1)k_BT$. Since $e^{\beta z_n}=-1$,

$$\int_0^\beta e^{(z_n-\varepsilon_{nm})\tau}d\tau=-\frac{1+e^{-\beta\varepsilon_{nm}}}{z_n-\varepsilon_{nm}},\qquad p_me^{-\beta\varepsilon_{nm}}=p_n .$$

Collecting equal energies gives

$$G(z)=\sum_{l=1}^M\frac{R_l}{z-\varepsilon_l},\qquad R_l=\sum_{(m,n)\in l}(p_m+p_n)\,v^{mn}v^{mn\dagger},\quad v^{mn}_a=\langle m|c_a|n\rangle .$$

Each $R_l$ is positive semidefinite, written $R_l\succeq0$. The $p_m$ part of $\sum_lR_l$ is $\langle c_ac_b^\dagger\rangle$ and the $p_n$ part is $\langle c_b^\dagger c_a\rangle$. Their sum is the anticommutator, so $\sum_lR_l=1$ in an orthonormal basis. Real poles and Hermitian residues also give $G(z^*)=G(z)^\dagger$.

At distance $\eta$ above the real axis the spectral matrix is

$$A(\omega)=\frac{i}{2\pi}(G-G^\dagger)=\frac1\pi\sum_l\frac{\eta}{(\omega-\varepsilon_l)^2+\eta^2}R_l\succeq0 ,$$

with $\omega$ here an energy. A continuation whose $A$ has a negative eigenvalue is not causal.

## Poles from AAA

Choose $m$ support points $z_j$ from the samples, with matrix data $F_j$, and write

$$r(z)=\frac{\sum_jw_jF_j/(z-z_j)}{d(z)},\qquad d(z)=\sum_j\frac{w_j}{z-z_j}.$$

The scalar weights are shared by all matrix elements, hence so are the poles. If $w_j\ne0$, the $j$th terms dominate as $z\to z_j$ and $r(z_j)=F_j$. At any other sample,

$$d(z_k)\,[F_k-r(z_k)]=\sum_jw_j\frac{F_k-F_j}{z_k-z_j}\equiv(Lw)_k .$$

AAA minimizes $\|Lw\|$ at $\|w\|=1$, so $w$ is the right singular vector of the stacked matrix $L$ with the smallest singular value. The next support point is the sample with the largest misfit. The minimized quantity is the misfit times $|d(z_k)|$, which is not the statistical $\chi^2$. This is one reason to refit afterwards.

**Why clean data give the right poles.** From

$$\frac1{z_k-\varepsilon_l}-\frac1{z_j-\varepsilon_l}=-\frac{z_k-z_j}{(z_k-\varepsilon_l)(z_j-\varepsilon_l)}$$

it follows that

$$(Lw)_k=-\sum_l\frac{R_ls_l}{z_k-\varepsilon_l},\qquad s_l=\sum_j\frac{w_j}{z_j-\varepsilon_l}.$$

Suppose $Lw=0$ and at least $M$ samples are not support points. A sum $\sum_la_l/(z-\varepsilon_l)$ has a numerator of degree at most $M-1$. If it vanishes at $M$ points, every $a_l$ is zero. Applied to each matrix element, this gives $R_ls_l=0$, and $s_l=0$ because $R_l\neq0$.

For $m=M+1$ these are $M$ equations for $M+1$ weights. By the same counting argument any $M$ columns of $1/(z_j-\varepsilon_l)$ are independent. The solution is therefore unique up to a factor, and no weight vanishes, since one zero weight would force the others to zero. Finally $d(\varepsilon_l)=-s_l=0$. The numerator of $d$ has degree at most $M$ and is not identically zero, so the $\varepsilon_l$ are all its zeros. With $m=M+2$ the null space is two-dimensional and one extra zero is arbitrary.

The zeros follow from an eigenvalue problem. Setting $v_j=v_0/(\lambda-z_j)$ turns $d(\lambda)=0$ into

$$\begin{pmatrix}0&w^T\\ \mathbf 1&\mathrm{diag}(z_j)\end{pmatrix}v=\lambda\begin{pmatrix}0&0\\0&I\end{pmatrix}v ,$$

whose finite eigenvalues are the poles.

**Noise.** Mirrored samples $G(z^*)=G(z)^\dagger$ are added before AAA. They carry no new statistical information but make the symmetry felt. Noisy poles can still leave the real axis, and because support points are picked singly they need not form conjugate pairs. They are replaced by their real parts, and those beyond the largest sampled $\hbar\omega_n$ are dropped.

The size of the pole error can be seen for one scalar pole of weight $R$ and one conjugate pair $z=\pm i\nu$. The condition $F_1(z_1-\varepsilon)=F_2(z_2-\varepsilon)$, varied to first order, gives

$$\delta\varepsilon=\frac{(z_1-\varepsilon)\delta F_1-(z_2-\varepsilon)\delta F_2}{F_1-F_2},\qquad F_1-F_2=\frac{R(z_2-z_1)}{(z_1-\varepsilon)(z_2-\varepsilon)} .$$

Now $z_2=z_1^*$, $\delta F_2=\delta F_1^*$ and $z_2-z_1=-2i\nu$. The numerator is $2i\,\mathrm{Im}[(z_1-\varepsilon)\delta F_1]$. With noise $\sigma$ in each of the real and imaginary parts, the standard deviation is

$$\Delta\varepsilon=\frac{\sigma(\varepsilon^2+\nu^2)^{3/2}}{R\,\nu}\ \ge\ \frac{3\sqrt3}{2}\,\frac{\sigma\varepsilon^2}{R},$$

with the minimum at $\nu=|\varepsilon|/\sqrt2$. Distant and weak poles suffer most. For several poles this is a scale, not a prediction.

## Positive residues

With $P$ real poles fixed, minimize

$$f(X)=\frac{\chi^2}2=\frac1{2\sigma^2}\sum_{n,e}\Big|F_{n,e}-\sum_{l=1}^P\frac{X_{l,e}}{z_n-\varepsilon_l}\Big|^2,\qquad X_l\succeq0,$$

where $e$ runs over independent matrix elements and $n$ over positive frequencies. This is a convex problem. A barrier method minimizes $f-\mu\sum_l\log\det X_l$ for decreasing $\mu$. Since the gradient of $\log\det X$ is $X^{-1}$, its centre satisfies $\partial f/\partial X_l=\mu X_l^{-1}$. For any other positive set $Y_l$ of $q\times q$ matrices, convexity gives

$$f(X)-f(Y)\le\sum_l\mathrm{tr}\,[\mu X_l^{-1}(X_l-Y_l)]=\mu qP-\mu\sum_l\mathrm{tr}(X_l^{-1}Y_l)\le\mu qP .$$

The value of $f$ is thus within $\mu qP$ of the minimum, which supplies a stopping rule. For a real symmetric $2\times2$ residue with elements $(a,b,o)=(X_{11},X_{22},X_{12})$ and $D=ab-o^2$, put $g=(b,a,-2o)/D$. The gradient of $-\log D$ is $-g$. Its Hessian is $gg^T-D^{-1}\partial^2D$, where $\partial^2D$ has entries $1$ for the pair $ab$, $-2$ for $oo$, and zero otherwise.

**Stability bound.** Let $S=\sum_lX_l$. For unit vectors $u,v$, two uses of the Cauchy–Schwarz inequality give

$$|u^\dagger G(\omega+i\eta)v|\le\frac1\eta\sum_l\sqrt{u^\dagger X_lu}\sqrt{v^\dagger X_lv}\le\frac1\eta\sqrt{u^\dagger Su\;v^\dagger Sv}\le\frac{\|S\|}\eta .$$

However wrong the poles are, the continued function cannot blow up at fixed $\eta$ while $\|S\|$ stays near one. The sum rule $S=1$ is not imposed, so it remains available as a check.

## Thiele interpolation

For each matrix element separately set $g_0=F$ and $g_{p-1}(z)=a_{p-1}/[1+(z-z_{p-1})g_p(z)]$. Solving for $g_p$,

$$g_p(z_i)=\frac{a_{p-1}-g_{p-1}(z_i)}{(z_i-z_{p-1})\,g_{p-1}(z_i)},\qquad a_p=g_p(z_p).$$

One level maps $u/v$ to $av/[v+(z-z_{p-1})u]$. Starting from a constant, the numerator and denominator degrees run through $(0,1),(1,1),(1,2),\dots$, so $2M$ nodes give $(M-1,M)$. Two such functions that agree at $2M$ points are equal, because their cross-multiplied difference has degree at most $2M-1$. Clean data from $M$ poles are therefore continued correctly, provided the recursion does not break down. It does break down if, for example, $F(z_1)=F(z_0)$: then $a_1=0$, and with a third node the fraction is still the constant $a_0$, whatever the value $F(z_2)\ne a_0$. With four or more nodes it becomes $0/0$.

With noise, every node is still interpolated, so adding nodes does not average the noise. Nothing ties together the poles of different matrix elements or keeps them real.

## Pseudocode and cost

```
input: z[n], F[n], sigma, eta
Zs, Fs = samples plus their mirror images
fit = mean of Fs; support = {}
for m = 1..7:
    add the sample of largest misfit to support
    build L; w = last right singular vector
    fit = barycentric function
    if m >= 4:
        poles = real parts of the zeros of d
        drop |pole| > largest sampled frequency
        if none is left: skip this m
        X, chi2 = barrier fit, all X[l] >= 0
        score = chi2 + 4 * (number of poles) * ln(N_data)
keep the m of smallest score
return G(w + i eta) = sum_l X[l] / (w + i eta - pole[l])
```

The factor 4 counts one energy and three residue elements per pole for a real symmetric $2\times2$ matrix. The score is a selection rule, not a theorem. The barrier fit first reduces the kernel by a QR factorization. It then takes damped Newton steps, of length $1/(1+\delta)$ when the Newton decrement $\delta$ is not small, and divides $\mu$ by 4 until $\mu qP\le10^{-3}f$.

For $N$ frequencies, one singular value decomposition costs $O(q^2Nm^2)$ and the pole problem $O(m^3)$. A dense Newton step costs $O((q^2P)^3)$, which becomes the bottleneck for many orbitals. Thiele coefficients cost $O(N^2)$ per matrix element.

## A four-pole test case

The data come from exact diagonalization of a two-site Hubbard model with hopping 1 eV, $U=4$ eV, site energies $\pm0.5$ eV, chemical potential 1.5 eV and $k_BT=0.025$ eV (290 K). The $2\times2$ spin-up function has poles at $-3.478$, $-1.241$, $2.241$ and $4.478$ eV. Their traces are $0.163$, $0.837$, $0.837$ and $0.163$; all other poles together carry $7\times10^{-15}$. The 64 positive frequencies reach from $0.0785$ to $9.97$ eV.

On clean data the rms misfit falls from $5.6\times10^{-3}$ to $6\times10^{-16}$ per eV between four and five support points, as the theorem requires for $M=4$. The poles are then right to $2\times10^{-13}$ eV. Eight-node Thiele interpolation also passes its clean-data test, so the errors of that fraction below come from noise.

**One draw at $\sigma=10^{-4}$ per eV.** The selected fit has five poles. Four lie at $-3.454$, $-1.243$, $2.242$ and $4.402$ eV, in error by $0.023$, $-0.001$, $0.0002$ and $-0.075$ eV. The one-pole scale $2.6\,\sigma\varepsilon^2/R$ is $0.032$ eV for the pole at $4.478$ eV and $0.0016$ eV for that at $2.241$ eV, so it correctly marks the weak outer poles as the less accurate ones. It does not predict the order of the two heavy poles, whose errors in this draw are reversed. The heaviest fitted pole, at $-1.243$ eV, corresponds to $E/h=-300.5$ THz.

The fifth AAA pole is at $-0.10-3.89i$ eV. Projection puts it at $-0.10$ eV, inside the gap, where it receives a trace of only $6\times10^{-5}$. The distance between the two heavy poles, taken before rounding, gives a gap of $3.484$ eV, against a true $3.483$ eV. A bare list of pole energies would have suggested a state inside the gap. Each energy should therefore be reported with its weight and with its imaginary part before projection.

The fit has $\chi^2=2\times336.4=673$ for 384 real data. At the true poles, the true residues would give 384 on average, with standard deviation $\sqrt{2\times384}\approx28$, and a fit could only lower this. The excess is thus far outside the noise. It comes from the displaced poles and the constraint together: unconstrained residues at the same poles reach $\chi^2\approx410$, but with residue eigenvalues as low as $-0.002$. Positivity forbids these and so makes the pole errors visible in $\chi^2$. Refining the energies by minimizing $\chi^2$ is the natural next step; it was not done here. The residue fit itself is converged: a separate solver reached $336.27$, within the gap bound of $0.17$. The fitted diagonal sums are $0.9988$ and $0.9989$, about $0.1\%$ below one.

**How a pole shift becomes a spectral error.** Spectra are compared at $\eta=0.1$ eV from $-8$ to $8$ eV by the root of $\sum\|A-A_0\|_F^2/\sum\|A_0\|_F^2$, where $A_0$ is the true spectrum. Two unit Lorentzians of half-width $\eta$ displaced by $\delta$ have overlap $2\eta/[\pi(\delta^2+4\eta^2)]$, and each has squared norm $1/(2\pi\eta)$. The squared relative error of one shifted line is therefore

$$2\left(1-\frac{4\eta^2}{\delta^2+4\eta^2}\right)=\frac{2\delta^2}{\delta^2+4\eta^2}.$$

Here each true residue has rank one, so a line enters with its squared trace. Neglecting overlap between different lines and errors in the residues, the shifts $0.023$ and $-0.075$ eV contribute $0.0267\times0.0267=0.0007$ and $0.0267\times0.247=0.0066$. The heavy lines add $0.0001$. Division by $2(0.837^2+0.163^2)=1.45$ and a square root give $0.071$, in agreement with the measured $0.071$. About nine tenths of the squared error comes from the one weak pole near $4.5$ eV.

**Twenty draws per noise level.** Median relative errors are:

| $\sigma$ (1/eV) | Thiele, 64 | Thiele, 8 | AAA + positive |
|---|---|---|---|
| $10^{-6}$ | 0.14 | 0.0043 | 0.0009 |
| $10^{-5}$ | 0.51 | 0.047 | 0.0044 |
| $10^{-4}$ | 0.89 | 0.21 | 0.045 |
| $10^{-3}$ | 0.82 | 0.70 | 0.29 |

The 8-node fraction uses four conjugate pairs. The 64-node fraction uses the positive frequencies only; adding their mirror images lowers its median error markedly (to about $0.03$ at $10^{-6}$ and $0.4$ at $10^{-4}$), though not to the level of the positive fit. In these 80 draws the positive fit has the smaller error against either Thiele variant. Twenty draws fix the medians only roughly: on another set of draws the Thiele entries moved by up to 30%, the positive entry at $10^{-4}$ rose by nearly a factor of two, and the 8-node fraction won one draw in 80. The order of the medians did not change. For the $10^{-4}$ draw above, repeating the 64-node fraction with 60 digits leaves its error at $0.502$ (on every fourth grid point), so rounding is not the cause there.

Positivity is not what lowers the error at small noise. Unconstrained residues at the same poles give the same medians to the printed digits up to $10^{-4}$. Positivity lowers the median at $10^{-3}$, from $0.37$ to $0.29$ in these draws; the size of this gain depends on the draws (another set gave $0.30$ to $0.27$). Its other benefit is causality. At $10^{-4}$, eigenvalues of $A$ below $-0.001$ per eV occur in 7 of 20 unconstrained fits, in 15 raw AAA functions and in all Thiele results, but in no positive fit. The largest $\eta\|G\|$ at that noise is $20$ for 64-node Thiele and $0.84$ for the positive fit; the true function cannot exceed one.

## When not to trust it

- **Large $\chi^2$.** At $10^{-3}$ per eV the median $\chi^2$ per datum is $3.8$ in these draws (about $1.8$ in another set), well above one. The result is causal and bounded, yet its spectrum is wrong by nearly 30%. Causality is no evidence of accuracy.
- **Coalescing poles.** A complex-conjugate pair projects onto one real energy. The data then fix only the sum of the two residues.
- **Continuous spectra.** A finite pole set can only represent a band by discrete lines, and their individual positions then have no physical meaning. The ranking above was not measured for that case.
- **Unknown or correlated noise.** Both $\chi^2$ and the score assume independent errors of known $\sigma$. Correlated data must first be transformed with their covariance matrix.

The remaining percentiles and counts are in the numerical output.

## Values computed for the example and the checks

```
hopping, U, site offset, mu, kT (eV): 1.0 4.0 0.5 1.5 0.025
temperature: 290.1 K; frequencies: 64
hbar*omega first, last: 0.0785, 9.9746 eV; eta: 0.1 eV
Lehmann minus imaginary-time quadrature: 8.5e-14 1/eV
true pole  -3.47756 eV; R11 R22 R12: 0.02323  0.14018  -0.05707
true pole  -1.24149 eV; R11 R22 R12: 0.44490  0.39169  0.41745
true pole   2.24149 eV; R11 R22 R12: 0.39169  0.44490  -0.41745
true pole   4.47756 eV; R11 R22 R12: 0.14018  0.02323  0.05707
total weight of all other poles: 7.0e-15
AAA clean rms misfit, 1..5 supports (1/eV): 3.1e-01  2.1e-01  1.0e-02  5.6e-03  6.1e-16
clean Loewner singular values / largest: 1.0e+00  3.7e-01  1.9e-02  6.7e-03  1.6e-15
AAA clean largest pole error: 2.2e-13 eV
Thiele8 clean largest error at eta: 2.7e-12 1/eV
EXAMPLE DRAW, noise 1e-4 1/eV
AAA pole: -3.45429 -0.00286i eV
AAA pole: -1.24276 +0.00053i eV
AAA pole: -0.10014 -3.88620i eV
AAA pole: 2.24168 -0.00387i eV
AAA pole: 4.40246 -0.01805i eV
kept pole  -3.45429 eV; X11 X22 X12: 0.02306  0.13954  -0.05672
kept pole  -1.24276 eV; X11 X22 X12: 0.44494  0.39184  0.41755
kept pole  -0.10014 eV; X11 X22 X12: 0.00004  0.00002  0.00003
kept pole   2.24168 eV; X11 X22 X12: 0.39053  0.44526  -0.41700
kept pole   4.40246 eV; X11 X22 X12: 0.14022  0.02228  0.05588
sum of X (11 22 12): 0.99878  0.99894  -0.00026
lowest residue eigenvalue, unconstrained fit: -2.17e-03
chi2/2: 336.353; gap bound: 0.167; other solver: 336.270; data: 384
heaviest fitted pole: -1.24276 eV = -300.50 THz (E/h)
spectral errors: 0.5350  0.1935  0.0692  0.0715  0.0710
Thiele64 error, double / 60 digits: 0.5024 / 0.5024
COMPARISON, 20 draws per noise level; columns: Thiele64 Thiele8 AAAraw AAA+LSQ AAA+PSD
noise 1e-06 1/eV: mean kept poles 4.70, median chi2/data 1.635, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 1.40e-01  4.31e-03  1.27e-03  9.20e-04  9.20e-04
  90th percentile error: 3.08e-01  6.09e-03  1.85e-03  1.54e-03  1.54e-03
  draws with eigenvalue < -0.001 1/eV: 20  12  0  0  0
  largest eta*norm(G): 1.395  0.837  0.837  0.837  0.837
noise 1e-05 1/eV: mean kept poles 4.45, median chi2/data 1.168, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 5.13e-01  4.72e-02  9.46e-03  4.44e-03  4.44e-03
  90th percentile error: 9.40e-01  6.50e-02  1.57e-02  1.18e-02  1.18e-02
  draws with eigenvalue < -0.001 1/eV: 20  20  0  0  0
  largest eta*norm(G): 4.026  0.840  0.841  0.837  0.837
noise 1e-04 1/eV: mean kept poles 4.65, median chi2/data 1.124, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 8.93e-01  2.13e-01  6.97e-02  4.51e-02  4.51e-02
  90th percentile error: 1.69e+00  3.93e-01  1.74e-01  9.34e-02  9.32e-02
  draws with eigenvalue < -0.001 1/eV: 20  20  15  7  0
  largest eta*norm(G): 20.022  0.873  0.961  0.839  0.837
noise 1e-03 1/eV: mean kept poles 5.15, median chi2/data 3.754, PSD beats Thiele64, Thiele8 in 20, 20 draws
  median spectral error: 8.15e-01  7.04e-01  3.37e-01  3.71e-01  2.85e-01
  90th percentile error: 1.28e+00  9.97e-01  5.70e-01  5.42e-01  4.33e-01
  draws with eigenvalue < -0.001 1/eV: 20  19  20  19  0
  largest eta*norm(G): 2.877  7.246  3.337  0.939  0.854
```
